# The Frozen-Magnon Relation from the Adiabatic Equation of Motion

## Result

Consider a ferromagnet with one magnetic atom per cell and a spin moment of $M$ Bohr magnetons on each atom. Let $E(\mathbf q,\theta)$ be its energy per cell when the moments are held in a spiral of wave vector $\mathbf q$ and cone angle $\theta$, and let $E(0)$ be the energy per cell of the ferromagnet. In the adiabatic approximation, for moments whose length does not change when they are tilted (through order $\theta^2$), and without spin-orbit coupling, the magnon energy is

$$
\hbar\omega(\mathbf q)=\lim_{\theta\to0}\frac{4\,[E(\mathbf q,\theta)-E(0)]}{M\sin^2\theta}. \tag{1}
$$

With $\hbar=1$ this is the frozen-magnon relation $\omega=4[E(\mathbf q,\theta)-E(0)]/(M\sin^2\theta)$. The limit is part of the statement. At a finite angle the quotient equals its limit if the energy difference is proportional to $\sin^2\theta$; otherwise it is an estimate, whose error is found below.

The spiral is the set of unit vectors

$$
\mathbf e_i=(\sin\theta\cos\phi_i,\ \sin\theta\sin\phi_i,\ \cos\theta),\qquad \phi_i=\mathbf q\cdot\mathbf R_i , \tag{2}
$$

where $\mathbf R_i$ is the position of cell $i$ and $\mathbf e_i$ is the direction of its magnetic moment. At $\theta=0$ all moments lie along $z$ for every $\mathbf q$, so $E(\mathbf q,0)=E(0)$.

## Equation of motion for the directions

The adiabatic assumption is that the electrons adjust to the moment directions much faster than these directions turn. The energy is then a function $E_{\rm tot}(\{\mathbf e_i\})$ of the instantaneous directions, and its slope supplies the torques. We take this function to be smooth and the length $M$ of each moment to be fixed.

For a pure spin moment with $g=2$, the moment $\mathbf m_i=M\mu_B\mathbf e_i$ and the spin angular momentum $\mathbf S_i$ are related by $\mathbf m_i=-2\mu_B\mathbf S_i/\hbar$, the minus sign coming from the negative charge of the electron. Hence

$$
\mathbf S_i=-\frac{\hbar M}{2}\,\mathbf e_i . \tag{3}
$$

To find the torque, rotate moment $i$ through a small angle $\delta\boldsymbol\alpha$. Its direction changes by $\delta\mathbf e_i=\delta\boldsymbol\alpha\times\mathbf e_i$, and the energy by

$$
\delta E_{\rm tot}=\frac{\partial E_{\rm tot}}{\partial\mathbf e_i}\cdot(\delta\boldsymbol\alpha\times\mathbf e_i)
=\delta\boldsymbol\alpha\cdot\left(\mathbf e_i\times\frac{\partial E_{\rm tot}}{\partial\mathbf e_i}\right), \tag{4}
$$

where the last step is a cyclic permutation of the triple product. The torque $\mathbf T_i$ does work $\mathbf T_i\cdot\delta\boldsymbol\alpha=-\delta E_{\rm tot}$. Since $\delta\boldsymbol\alpha$ is arbitrary, $\mathbf T_i=-\mathbf e_i\times\partial E_{\rm tot}/\partial\mathbf e_i$. Setting $d\mathbf S_i/dt=\mathbf T_i$ and using (3), the two minus signs cancel:

$$
\hbar\frac{d\mathbf e_i}{dt}=\frac{2}{M}\,\mathbf e_i\times\frac{\partial E_{\rm tot}}{\partial\mathbf e_i}. \tag{5}
$$

The right-hand side is perpendicular to $\mathbf e_i$, so the length of $\mathbf e_i$ is conserved. The factor $2/M$ is the inverse of the spin $M/2$, in units of $\hbar$.

## Polar angles

Let $\hat{\boldsymbol\theta}_i$ and $\hat{\boldsymbol\phi}_i$ be the unit vectors of increasing polar and azimuthal angle at $\mathbf e_i$. Then

$$
\frac{d\mathbf e_i}{dt}=\dot\theta_i\,\hat{\boldsymbol\theta}_i+\sin\theta_i\,\dot\phi_i\,\hat{\boldsymbol\phi}_i , \tag{6}
$$

and the part of the gradient perpendicular to $\mathbf e_i$ is

$$
\left(\frac{\partial E_{\rm tot}}{\partial\mathbf e_i}\right)_{\!\perp}
=\frac{\partial E_{\rm tot}}{\partial\theta_i}\,\hat{\boldsymbol\theta}_i
+\frac{1}{\sin\theta_i}\frac{\partial E_{\rm tot}}{\partial\phi_i}\,\hat{\boldsymbol\phi}_i . \tag{7}
$$

The parallel part drops out of the cross product in (5). With $\mathbf e_i\times\hat{\boldsymbol\theta}_i=\hat{\boldsymbol\phi}_i$ and $\mathbf e_i\times\hat{\boldsymbol\phi}_i=-\hat{\boldsymbol\theta}_i$, the two components of (5) are

$$
\hbar\sin\theta_i\,\dot\phi_i=\frac{2}{M}\frac{\partial E_{\rm tot}}{\partial\theta_i},\qquad
\hbar\sin\theta_i\,\dot\theta_i=-\frac{2}{M}\frac{\partial E_{\rm tot}}{\partial\phi_i}. \tag{8}
$$

A single moment in a field $B$ along $z$ checks the sign. Its energy is $-M\mu_BB\cos\theta$, with slope $M\mu_BB\sin\theta$, so (8) gives $\dot\phi=2\mu_BB/\hbar$ and $\dot\theta=0$. This is the Larmor precession of an electron moment, counterclockwise about the field.

## Why the spiral keeps its shape

Take a crystal of $N$ cells with periodic boundary conditions and a wave vector that fits them. Translating the pattern of moments by a lattice vector $\mathbf R$ and then rotating all moments about $z$ by $\mathbf q\cdot\mathbf R$ returns the spiral (2) to itself. Without spin-orbit coupling or an applied field, a common rotation of all moments leaves the energy unchanged, and so does a lattice translation. A small change of angle at one site therefore costs the same as the same change at any other site. Both $\partial E_{\rm tot}/\partial\phi_i$ and $\partial E_{\rm tot}/\partial\theta_i$ are independent of $i$.

Increasing every $\phi_i$ by the same amount is a common rotation about $z$. Hence

$$
0=\sum_{i=1}^{N}\frac{\partial E_{\rm tot}}{\partial\phi_i}=N\frac{\partial E_{\rm tot}}{\partial\phi_i}
\quad\Rightarrow\quad \dot\theta_i=0 . \tag{9}
$$

Increasing every $\theta_i$ by the same amount changes the cone angle of the spiral, whose total energy is $N E(\mathbf q,\theta)$. Hence

$$
N\frac{dE(\mathbf q,\theta)}{d\theta}=\sum_{i=1}^{N}\frac{\partial E_{\rm tot}}{\partial\theta_i}
=N\frac{\partial E_{\rm tot}}{\partial\theta_i}
\quad\Rightarrow\quad
\frac{\partial E_{\rm tot}}{\partial\theta_i}=\frac{dE(\mathbf q,\theta)}{d\theta}. \tag{10}
$$

The torque on one atom is thus fixed by the energy per cell. If the energy of a supercell of $n$ cells is inserted in its place, the frequency comes out $n$ times too large.

Inserting (10) in the first of equations (8), we find that all moments precess at the same rate $\Omega$:

$$
\hbar\,\Omega(\mathbf q,\theta)=\frac{2}{M\sin\theta}\,\frac{dE(\mathbf q,\theta)}{d\theta}. \tag{11}
$$

The motion $\phi_i=\mathbf q\cdot\mathbf R_i+\Omega t$ with constant $\theta$ solves (5) at any cone angle. Whether this solution is stable against other disturbances is a separate question, which (11) does not answer.

A spiral with $dE/d\theta\neq0$ is not a stationary state of the energy. To compute $E(\mathbf q,\theta)$ one must therefore hold the directions by a constraint. The constraint "freezes" the magnon; without it, the slope of the energy drives the precession.

## The small-angle limit

Replacing $\theta$ by $-\theta$ in (2) reverses the $x$ and $y$ components of every moment. This is a common rotation by $\pi$ about $z$, so $E(\mathbf q,\theta)$ is an even function of $\theta$. Being smooth, it has an expansion in $\theta^2$ about $\theta=0$. Since $\theta^2$ is itself a power series in $\sin^2\theta$ there, beginning with $\sin^2\theta$, we may write

$$
E(\mathbf q,\theta)=E(0)+A(\mathbf q)\sin^2\theta+C(\mathbf q)\sin^4\theta+O(\sin^6\theta). \tag{12}
$$

Differentiation gives

$$
\frac{dE}{d\theta}=2\sin\theta\cos\theta\,\bigl[A+2C\sin^2\theta+O(\sin^4\theta)\bigr]. \tag{13}
$$

In (11) the factor $\sin\theta$ cancels, leaving

$$
\hbar\,\Omega(\mathbf q,\theta)=\frac{4\cos\theta}{M}\,\bigl[A+2C\sin^2\theta+O(\sin^4\theta)\bigr]. \tag{14}
$$

As $\theta\to0$ the rate tends to $4A/(M\hbar)$. By (12), $A$ is the limit of $[E(\mathbf q,\theta)-E(0)]/\sin^2\theta$, and therefore

$$
\hbar\omega(\mathbf q)=\frac{4A(\mathbf q)}{M}
=\lim_{\theta\to0}\frac{4\,[E(\mathbf q,\theta)-E(0)]}{M\sin^2\theta}, \tag{15}
$$

which is (1). The factor 4 is a product of two factors of 2: one from the spin $M/2$ in (3), the other from the derivative of $\sin^2\theta$ in (13).

In this limit the transverse components obey $e_{x}+ie_{y}=\theta\,e^{i(\mathbf q\cdot\mathbf R_i+\omega t)}$, which is a plane-wave normal mode of the linearized equation of motion. Its quantum is the magnon. The same energy follows from counting quanta. Tilting a moment reduces the magnitude of its spin component along the axis by

$$
n=\frac{M}{2}(1-\cos\theta) \tag{16}
$$

in units of $\hbar$, and each magnon removes one unit. The energy per magnon is $[E(\mathbf q,\theta)-E(0)]/n$. For small angles $1-\cos\theta\simeq\tfrac12\sin^2\theta$, so $n\simeq\tfrac14M\sin^2\theta$ and (15) is recovered.

This count shows how strict the assumption of a rigid moment is. The spin reduction $n$ is of order $\theta^2$. If the moment also changed its length by an amount of order $\theta^2$, that change would alter the spin component along the axis at the same order. For the count to reproduce (15), the length must therefore be constant through order $\theta^2$, not merely equal to $M$ at $\theta=0$.

Two features of $A(\mathbf q)$ have a direct meaning. At $\mathbf q=0$ the spiral is a rotated ferromagnet, so $A=0$ and the uniform mode costs no energy. If $A(\mathbf q)<0$ for some $\mathbf q$, a shallow spiral lies below the ferromagnet, which is then not the ground state; the negative $\omega$ signals this. The linearized mode of (5) still oscillates without growing, with the sense of precession reversed, but exciting it lowers the energy.

## Errors at a finite cone angle

In practice the quotient is evaluated at a chosen angle. Call it $\hbar\omega_{\rm f}(\mathbf q,\theta)$. From (12),

$$
\hbar\omega_{\rm f}(\mathbf q,\theta)\equiv\frac{4\,[E(\mathbf q,\theta)-E(0)]}{M\sin^2\theta}
=\frac4M\bigl[A+C\sin^2\theta+O(\sin^4\theta)\bigr]. \tag{17}
$$

Relative to the limit, its leading error is $(C/A)\sin^2\theta$. Comparison with (14) shows that $\omega_{\rm f}$ is not the precession rate of the finite cone either. The latter contains an additional factor $\cos\theta$ and twice the quartic contribution. Even when $C$ and all higher coefficients vanish, so that the quotient is independent of angle, the finite cone precesses at $\cos\theta$ times the magnon frequency.

A very small angle has its own cost. An error $\delta E$ in the energy difference produces an error $4\,\delta E/(M\sin^2\theta)$ in the magnon energy, which grows as the angle shrinks. Two moderate angles can be combined instead. With $s_a=\sin^2\theta_a$ and $s_b=\sin^2\theta_b$, elimination of $C$ from (17) gives

$$
\hbar\omega\simeq\frac{s_b\,\hbar\omega_{\rm f}(\theta_a)-s_a\,\hbar\omega_{\rm f}(\theta_b)}{s_b-s_a}, \tag{18}
$$

with an error that begins with the $\sin^6\theta$ term of the energy.

## A chain with a biquadratic coupling

Take a periodic chain with the energy

$$
E_{\rm tot}=-\sum_i\left[J_1\,\mathbf e_i\cdot\mathbf e_{i+1}+J_2\,\mathbf e_i\cdot\mathbf e_{i+2}
+K(\mathbf e_i\cdot\mathbf e_{i+1})^2\right], \tag{19}
$$

and the model parameters $M=2$, $J_1=10$ meV, $J_2=2$ meV and $K=2$ meV. Let $q$ be the phase advance per site. For sites a distance $r$ apart, (2) gives

$$
\mathbf e_i\cdot\mathbf e_{i+r}=\cos^2\theta+\sin^2\theta\cos rq
=1-c_r\sin^2\theta,\qquad c_r=1-\cos rq . \tag{20}
$$

The square needed in the last term of (19) is $1-2c_1\sin^2\theta+c_1^2\sin^4\theta$. Collecting powers of $\sin^2\theta$,

$$
E(q,\theta)-E(0)=A\sin^2\theta+C\sin^4\theta, \tag{21}
$$

$$
A=(J_1+2K)\,c_1+J_2\,c_2,\qquad C=-K\,c_1^2 . \tag{22}
$$

For this model the series (12) ends at the quartic term, so (14) and (17) hold without their remainders. The biquadratic coupling raises the magnon energy through $J_1+2K$ and also makes the quotient depend on angle.

At $q=90^\circ$ per site, $c_1=1$ and $c_2=2$. Hence $A=14+4=18$ meV and $C=-2$ meV, and

$$
\hbar\omega=\frac{4\times18\ \text{meV}}{2}=36\ \text{meV}. \tag{23}
$$

This corresponds to a frequency $\omega/2\pi=8.70$ THz and a period of $0.115$ ps.

The estimate from a cone of $10^\circ$ uses $E(q,\theta)-E(0)=0.54095$ meV and $\sin^2 10^\circ=0.030154$:

$$
\hbar\omega_{\rm f}=\frac{4\times0.54095\ \text{meV}}{2\times0.030154}=35.88\ \text{meV}, \tag{24}
$$

which is 0.3% below the limit. The table compares the quotient with the precession energy found by integrating (5) on a ring of 12 sites.

| $\theta$ | $\hbar\omega_{\rm f}$ (meV) | $\hbar\Omega$ (meV) |
|---:|---:|---:|
| $1^\circ$ | 36.00 | 35.99 |
| $10^\circ$ | 35.88 | 35.22 |
| $30^\circ$ | 35.00 | 29.44 |
| $60^\circ$ | 33.00 | 15.00 |

Both columns approach 36 meV at small angle, as (14) and (17) require. At $60^\circ$ the quotient has fallen by 8% from its limit, while the cone precesses at less than half the magnon frequency. Equation (14) accounts for the latter value: $(4\times0.5/2)\,(18-4\times0.75)=15$ meV. At this wave vector, where $|C|/A$ is small, a large cone gives a fair estimate of the magnon energy although its own motion is much slower. This is not a general rule: at $q=180^\circ$ per site, with the coefficients given below, the quotient at $60^\circ$ is $2\,(28-8\times0.75)=44$ meV, 21% below its limit of 56 meV.

The extrapolation (18), applied to the angles $10^\circ$ and $30^\circ$ with $\sin^2 30^\circ=0.25$, gives

$$
\frac{0.25\times35.8794-0.030154\times35.0000}{0.25-0.030154}\ \text{meV}=36.00\ \text{meV}. \tag{25}
$$

It recovers the limit because the energy of this model has no term beyond $\sin^4\theta$.

The angular error also depends on $q$. At $q=180^\circ$ per site, $c_1=2$ and $c_2=0$, so $A=28$ meV and $C=-8$ meV. The limit is 56 meV, and the quotient at $10^\circ$ is 55.52 meV. The relative error is now 0.9%, since $|C|/A$ has grown from $1/9$ to $2/7$.

The numerical check also linearizes (5) about the ferromagnet and finds all normal modes of the 12-site ring without assuming a spiral. Their energies agree with the quotients at $0.1^\circ$ to within $5\times10^{-5}$ meV.

## Comparison with quantum magnons

The derivation treats the directions as classical. For a bilinear Heisenberg ferromagnet the result can be compared with a quantum calculation. On a ring of spins $S=M/2$, let

$$
H=-\sum_i\sum_{r=1,2}\frac{J_r}{S^2}\,\mathbf S_i\cdot\mathbf S_{i+r}, \tag{26}
$$

where the spin operators are in units of $\hbar$. In a product of spin-coherent states, $\langle\mathbf S_i\cdot\mathbf S_{i+r}\rangle=S^2\,\mathbf e_i\cdot\mathbf e_{i+r}$, where $\mathbf e_i$ now denotes the spin direction; reversing all directions to obtain the moments does not change the energy. The spiral energy is therefore (21) with $K=0$, and (15) gives

$$
\hbar\omega(q)=\frac4M\sum_{r=1,2}J_r(1-\cos rq). \tag{27}
$$

For the quantum magnon, start from the state with all spins up and lower the spin at site $i$ by one unit. In each bond joining $i$ to a neighbour, $S^zS^z$ falls from $S^2$ to $S(S-1)$, a change of $-S$. The bond energy rises by $J_r/S$. There are two such bonds for each $r$, so the diagonal cost is $2J_r/S$.

The transverse part of $\mathbf S_i\cdot\mathbf S_j$ is $\tfrac12(S_i^+S_j^-+S_i^-S_j^+)$. It moves the lowered unit from $i$ to $j$ with matrix element $\tfrac12\sqrt{2S}\sqrt{2S}=S$, which contributes $-J_r/S$ to $H$. A plane wave of lowered spins combines the hops to both sides into $-(2J_r/S)\cos rq$. Its energy above the ferromagnet is

$$
\sum_{r=1,2}\frac{2J_r}{S}(1-\cos rq)=\frac4M\sum_{r=1,2}J_r(1-\cos rq), \tag{28}
$$

because $S=M/2$. This equals (27) for every spin $S$. Diagonalizing a six-site ring with $S=1$ and the values of $J_1$ and $J_2$ used above gives 16, 36 and 40 meV at $q=60^\circ$, $120^\circ$ and $180^\circ$ per site. Coherent-state spirals with a $40^\circ$ cone give the same values. So large an angle is harmless here because the bilinear energy is proportional to $\sin^2\theta$. The comparison covers bilinear couplings only. For the operator $K(\mathbf S_i\cdot\mathbf S_{i+1})^2/S^4$ the coherent-state energy is not $K(\mathbf e_i\cdot\mathbf e_{i+1})^2$, and the classical result holds only for large $S$. For $S=1$, a pair with at most one lowered unit has total spin 2 or 1, so $\mathbf S_i\cdot\mathbf S_{i+1}=\pm1$ and its square is 1. The term then adds nothing to the one-magnon energy, which at $q=90^\circ$ is 28 meV rather than the 36 meV of the classical chain.

## Where the relation fails

The adiabatic step requires $\hbar\omega$ to be small compared with the energies of the electronic excitations that reshape the moments. In a metal, a magnon can also decay into electron-hole pairs with reversed spin, known as Stoner excitations. Equation (5) has no damping and cannot describe the resulting linewidth.

In an itinerant magnet the rigid-length assumption is in general not met at finite $\mathbf q$: the moment changes its length at order $\theta^2$. The count of quanta must then use the actual reduction of the spin component along the axis in place of (16), and (1) deviates from it. The deviation disappears as $\mathbf q\to0$, where the spiral becomes a rigid rotation.

With spin-orbit coupling, a common rotation of the moments can change the energy. The argument that led to (9) and (10) is then no longer available, and a spiral need not keep its shape. With several magnetic atoms per cell, their cone angles and relative phases can move independently. Equation (5) then gives coupled equations for the sublattices, and one spiral energy with a common cone angle does not in general determine the magnon energies.

## Values computed for the example and the checks

```
J1 = 10.0 meV, J2 = 2.0 meV, K = 2.0 meV
moment M = 2.0 Bohr magnetons, ring of 12 sites
ferromagnet energy per site E(0) = -14.0000 meV
largest |normal mode - frozen magnon at 0.1 deg| = 4.9e-05 meV
dispersion: q (deg/site), E(q,10deg)-E(0) (meV),
  quotient at 10 deg (meV), small-angle limit 4A/M (meV)
      0   0.00000    0.0000    0.0000
     30   0.08668    5.7491    5.7513
     60   0.30108   19.9698   20.0000
     90   0.54095   35.8794   36.0000
    120   0.71960   47.7286   48.0000
    150   0.81157   53.8287   54.2487
    180   0.83703   55.5175   56.0000
at q = 90 deg/site: A = 18.0000 meV, C = -2.0000 meV
angle (deg), E(q,theta)-E(0) (meV), quotient (meV),
  simulated precession (meV), (2/(M sin)) dE/dtheta (meV)
     1    0.00548   35.9988   35.9921   35.9921
     5    0.13661   35.9696   35.8025   35.8025
    10    0.54095   35.8794   35.2155   35.2155
    30    4.37500   35.0000   29.4449   29.4449
    60   12.37500   33.0000   15.0000   15.0000
magnon energy at q = 90 deg/site = 36.0000 meV
  frequency = 8.7048 THz
  period = 0.1149 ps
spin-1 ring, 6 sites, K = 0: one-magnon energies (meV)
  diagonalization:     0.0000  16.0000  16.0000  36.0000  36.0000  40.0000
  spirals at 40 deg:   0.0000  16.0000  16.0000  36.0000  36.0000  40.0000
```
